**Thermal B–N distance of H₃N–BH₃ on a relaxed stretching curve**

The program solves the nuclear problem on an RHF/3-21G relaxed curve $V(R)$, where $R$ is the B–N distance, $\mu(R)$ the path mass and $ds=\sqrt{\mu}\,dR$ the arc length. At 298.15 K it finds $\langle R\rangle=172.66$ pm, which is 1.31 pm beyond the potential minimum $R_e=171.35$ pm. The leading-order law $-\frac{1}{2k}\coth(\hbar\omega/2k_BT)\,d(\hbar\omega)/dR$, with $k=V''(R_e)$ and $\omega^2=V''/\mu$, gives 1.28 pm. The program asserts that the sine-grid levels and thermal mean agree with a separate variable-mass Galerkin calculation, and that the curvature and mass of the scan agree with the full Hessian. It also asserts the leading-order law and the classical limit for heavy nuclei, and the multi-mode law on a two-mode model. The all-mode estimate, including rotation, is a shift of 3.13 pm, so the one-dimensional model omits about 1.85 pm at leading order. MP2/6-31G* energies on the same path move the minimum to 166.3 pm but leave the path-model shift at 1.27 pm.

## Numerical check

```python
"""Thermal B-N distance of H3N-BH3 from a one-dimensional nuclear problem.

Result under test: on the relaxed curve V(R), with path mass mu(R) and arc length
ds = sqrt(mu) dR, the Hamiltonian -(hbar^2/2) d2/ds2 + V gives a thermal mean <R>
above the minimum Re; to leading anharmonic order
    <R> - Re = -(1/2) coth(hw/2kT) (d hw/dR) / k,   hw = hbar sqrt(V''/mu), k = V''(Re).
Symbols: R = B-N distance (pm), energies in meV, masses in u, s in pm sqrt(u),
f = stretching force (meV/pm), HB2 = hbar^2 in meV u pm^2.
Electronic level: RHF/3-21G, all C3v coordinates relaxed at each R.
"""
import numpy as np
from numpy.polynomial import Chebyshev
from scipy import constants as sc
from scipy.linalg import eigh
from scipy.optimize import brentq
from pyscf import gto, scf, mp, lib

lib.num_threads(1)
MEV = sc.e * 1e-3
HB2 = sc.hbar**2 / (sc.atomic_mass * 1e-24 * MEV)
KB = sc.k / MEV
EH = sc.physical_constants["Hartree energy"][0] / MEV
BOHR = sc.physical_constants["Bohr radius"][0] * 1e12
NM = MEV / 1e-24                      # N/m per meV/pm^2

SYMBOLS = ["N", "B"] + ["H"] * 6
MASS = np.array([14.0030740, 11.0093054] + [1.00782503] * 6)

# Cartesian positions are linear in (R, rhoN, hN, rhoB, hB):
# ring radius and height of the hydrogens on N and on B
MAP = np.zeros((8, 3, 5))
MAP[1, 2, 0] = 1
MAP[5:, 2, 0] = 1
for j in range(3):
    a_n, a_b = 2 * np.pi * j / 3, 2 * np.pi * j / 3 + np.pi / 3
    MAP[2 + j, :2, 1] = np.cos(a_n), np.sin(a_n)
    MAP[5 + j, :2, 3] = np.cos(a_b), np.sin(a_b)
MAP[2:5, 2, 2] = -1
MAP[5:, 2, 4] = 1


# ---------- electronic structure (atomic units inside) ----------
def molecule(p, basis):
    xyz = MAP @ p
    return gto.M(atom=[(s, tuple(x)) for s, x in zip(SYMBOLS, xyz)],
                 basis=basis, unit="Bohr", verbose=0)


memory = {"dm": None, "hess": None, "count": 0}


def energy_gradient(p):
    mf = scf.RHF(molecule(p, "3-21g"))
    mf.conv_tol = 1e-11
    mf.kernel(dm0=memory["dm"])
    assert mf.converged
    memory["dm"] = mf.make_rdm1()
    memory["count"] += 1
    g = mf.nuc_grad_method().kernel()
    return mf.e_tot, np.einsum("aci,ac->i", MAP, g), mf


def relax(r, q):
    """Quasi-Newton minimisation over the four hydrogen coordinates at fixed R."""
    p = np.concatenate([[r], q])
    e, g, mf = energy_gradient(p)
    if memory["hess"] is None:
        h = np.zeros((4, 4))
        for i in range(4):
            shifted = p.copy()
            shifted[i + 1] += 0.02
            h[i] = (energy_gradient(shifted)[1][1:] - g[1:]) / 0.02
        memory["hess"] = (h + h.T) / 2
    for _ in range(15):
        if np.abs(g[1:]).max() < 2e-5:
            return e, g[0], p[1:], mf
        h = memory["hess"]
        step = -np.linalg.solve(h, g[1:])
        step *= min(1, 0.25 / np.abs(step).max())
        p = p + np.concatenate([[0], step])
        e, g_new, mf = energy_gradient(p)
        y = g_new[1:] - g[1:]
        if y @ step > 1e-12:
            hs = h @ step
            memory["hess"] = (h + np.outer(y, y) / (y @ step)
                              - np.outer(hs, hs) / (step @ hs))
        g = g_new
    raise RuntimeError("relaxation did not converge")


# ---------- relaxed scan on Chebyshev nodes ----------
LO, HI, NODES = 135.0, 250.0, 11


def cheb_nodes(n):
    t = np.cos(np.pi * (np.arange(n) + 0.5) / n)[::-1]
    return (LO + HI) / 2 + (HI - LO) / 2 * t


r_nodes = cheb_nodes(NODES)
energies, slopes, shapes = [], [], []
for i, r in enumerate(r_nodes):
    if i == 0:
        guess = np.array([1.80, 0.68, 2.20, 0.50])
    else:                              # extrapolate from up to three earlier points
        used = range(max(0, i - 3), i)
        guess = sum(shapes[a] * np.prod([(r - r_nodes[b]) / (r_nodes[a] - r_nodes[b])
                                         for b in used if b != a]) for a in used)
    e, slope, q, _ = relax(r / BOHR, guess)
    energies.append(e)
    slopes.append(slope * EH / BOHR)
    shapes.append(q)
energies, slopes, shapes = map(np.array, (energies, slopes, shapes))
e_ref = energies.min()


def fit(x, y):
    return Chebyshev.fit(x, y, len(x) - 1, domain=[LO, HI])


V = fit(r_nodes, (energies - e_ref) * EH)
Q = [fit(r_nodes, shapes[:, i] * BOHR) for i in range(4)]
slope_error = np.abs(V.deriv()(r_nodes) - slopes).max()
assert slope_error < 0.05              # envelope theorem and interpolation


def minimum(curve):
    return brentq(curve.deriv(), 150, 200)


Re = minimum(V)
V = V - V(Re)
k = V.deriv(2)(Re)


def mu(r):
    r = np.atleast_1d(r)
    dp = np.array([np.ones_like(r)] + [c.deriv()(r) for c in Q])
    dx = np.einsum("aci,in->acn", MAP, dp)
    com = np.einsum("a,an->n", MASS, dx[:, 2])
    return np.einsum("a,acn->n", MASS, dx**2) - com**2 / MASS.sum()


root_mu = Chebyshev.interpolate(lambda r: np.sqrt(mu(r)), 30, domain=[LO, HI])
arc = root_mu.integ(lbnd=LO)


# ---------- sine DVR in the arc length ----------
def kinetic(n, length, hb2):
    i = np.arange(1, n)
    d, t = i[:, None] - i[None, :], i[:, None] + i[None, :]
    safe = np.where(d == 0, 1, d)
    m = (-1.0)**d * (1 / np.sin(np.pi * safe / (2 * n))**2
                     - 1 / np.sin(np.pi * t / (2 * n))**2)
    np.fill_diagonal(m, (2 * n**2 + 1) / 3 - 1 / np.sin(np.pi * i / n)**2)
    return hb2 / 2 * np.pi**2 / (2 * length**2) * m


def dvr(curve, n=200, hi=HI, heavier=1.0):
    """Levels, <n|R|n> and <n|R^2|n>; all masses multiplied by 'heavier'."""
    length = arc(hi)
    s = length * np.arange(1, n) / n
    r = LO + (hi - LO) * s / length
    for _ in range(20):
        r = r - (arc(r) - s) / root_mu(r)
    assert np.abs(arc(r) - s).max() < 1e-7
    e, c = np.linalg.eigh(kinetic(n, length, HB2 / heavier) + np.diag(curve(r)))
    return e, (c**2).T @ r, (c**2).T @ r**2


def thermal(e, values, temp):
    w = np.exp(-(e - e[0]) / (KB * temp))
    return w @ values / w.sum()


box = np.linalg.eigvalsh(kinetic(40, 7.0, 1.0))
assert np.allclose(box, (np.arange(1, 40) * np.pi / 7.0)**2 / 2, rtol=1e-9)

T0 = 298.15
levels, r_diag, r2_diag = dvr(V)
mean0 = thermal(levels, r_diag, T0)
rms0 = np.sqrt(thermal(levels, r2_diag, T0) - mean0**2)
weights = np.exp(-(levels - levels[0]) / (KB * T0))

# independent solution in R with variable mass, sine basis and quadrature
x, w = np.polynomial.legendre.leggauss(240)
rq, wq = (LO + HI) / 2 + (HI - LO) / 2 * x, w * (HI - LO) / 2
wave = np.arange(1, 71)[:, None] * np.pi / (HI - LO)
phi, dphi = np.sin(wave * (rq - LO)), wave * np.cos(wave * (rq - LO))
sm = np.sqrt(mu(rq))
overlap = (phi * wq * sm) @ phi.T
ham = HB2 / 2 * (dphi * wq / sm) @ dphi.T + (phi * wq * sm * V(rq)) @ phi.T
eg, cg = eigh(ham, overlap)
rg = np.einsum("in,ij,jn->n", cg, (phi * wq * sm * rq) @ phi.T, cg)
assert np.abs(eg[:5] - levels[:5]).max() < 1e-3
assert abs(thermal(eg, rg, T0) - mean0) < 1e-4

wall_change = thermal(*dvr(V, hi=238.0)[:2], T0) - mean0
assert abs(wall_change) < 1e-3
convergence = {n: thermal(*dvr(V, n)[:2], T0) - mean0 for n in (16, 24, 32, 48)}
assert abs(convergence[48]) < 1e-3


def classical(temp):
    boltz = wq * sm * np.exp(-V(rq) / (KB * temp))
    return boltz @ rq / boltz.sum()


# ---------- leading-order law ----------
def quantum(r):
    return np.sqrt(HB2 * V.deriv(2)(r) / mu(r)[0])


hw = quantum(Re)
dhw = (quantum(Re + 0.5) - quantum(Re - 0.5)) / 1.0


def leading(temp):
    return -0.5 / np.tanh(hw / (2 * KB * temp)) * dhw / k


eh, rh, _ = dvr(V, 500, heavier=400.0)
assert abs((rh[0] - Re) / (-0.5 * dhw / k / 20) - 1) < 0.02   # semiclassical limit
assert abs((thermal(eh, rh, T0) - Re) / (classical(T0) - Re) - 1) < 0.01

# multi-mode form of the law on a two-mode model (hbar = m = 1)
g3, g4, couple, om, temp2 = -0.01, 1e-4, 0.03, 1.6, 0.7
n1, n2 = 26, 16
low1, low2 = np.diag(np.sqrt(np.arange(1, n1)), 1), np.diag(np.sqrt(np.arange(1, n2)), 1)
q1, q2 = (low1 + low1.T) / np.sqrt(2), (low2 + low2.T) / np.sqrt(2 * om)
q1sq = q1 @ q1
h1 = np.diag(np.arange(n1) + 0.5) + g3 * q1sq @ q1 + g4 * q1sq @ q1sq
h2 = np.diag(om * (np.arange(n2) + 0.5))
model = (np.kron(h1, np.eye(n2)) + np.kron(np.eye(n1), h2)
         - 0.5 * om**2 * couple * np.kron(q1, q2 @ q2))
em, cm = np.linalg.eigh(model)
wm = np.exp(-(em - em[0]) / temp2)
direct = wm @ np.einsum("in,in->n", cm, np.kron(q1, np.eye(n2)) @ cm) / wm.sum()


def model_free_energy(force):
    r = brentq(lambda z: z + 3 * g3 * z**2 + 4 * g4 * z**3 - force, -1, 1)
    freq = np.array([np.sqrt(1 + 6 * g3 * r + 12 * g4 * r**2), om * np.sqrt(1 - couple * r)])
    return np.sum(temp2 * np.log(2 * np.sinh(freq / (2 * temp2))))


law = -(model_free_energy(0.01) - model_free_energy(-0.01)) / 0.02
assert abs(law / direct - 1) < 0.02


# ---------- all vibrations and rotation under a stretching force ----------
def all_modes(r):
    e, slope, q, mf = relax(r / BOHR, np.array([c(r) for c in Q]) / BOHR)
    force = slope * EH / BOHR
    hess = mf.Hessian().kernel().transpose(0, 2, 1, 3).reshape(24, 24) * EH / BOHR**2
    hess = (hess + hess.T) / 2
    second = np.zeros((24, 24))        # second derivatives of the B-N distance
    for c in (0, 1):
        second[c, c] = second[3 + c, 3 + c] = 1 / r
        second[c, 3 + c] = second[3 + c, c] = -1 / r
    m3 = np.sqrt(np.repeat(MASS, 3))

    def modes(matrix):
        val, vec = np.linalg.eigh(matrix / np.outer(m3, m3))
        order = np.argsort(np.abs(val))
        return val[order], vec[:, order]

    val, vec = modes(hess - force * second)
    zero = np.sqrt(HB2 * np.abs(val[5]))
    zero_untilted = np.sqrt(HB2 * np.abs(modes(hess)[0][5]))
    assert val[6:].min() > 0 and zero < 3.0
    xyz = MAP @ np.concatenate([[r], q * BOHR])
    xyz[:, 2] -= MASS @ xyz[:, 2] / MASS.sum()
    i_a = MASS @ (xyz[:, 0]**2 + xyz[:, 1]**2)
    i_b = MASS @ (xyz[:, 0]**2 + xyz[:, 2]**2)
    kt = KB * T0
    quanta = np.sqrt(HB2 * val[6:])
    return dict(e=(e - e_ref) * EH, f=force, hess=hess, quanta=quanta, vec=vec[:, 6:],
                zero=zero, zero_untilted=zero_untilted,
                vib=np.sum(kt * np.log(2 * np.sinh(quanta / (2 * kt)))),
                rot=-0.5 * kt * np.log(i_a * i_b**2))


DELTA = 4.0
minus, centre, plus = [all_modes(Re + d) for d in (-DELTA, 0.0, DELTA)]
held_out = max(abs(m["e"] - centre["e"] - V(Re + d))
               for m, d in ((minus, -DELTA), (plus, DELTA)))
assert held_out < 0.3                  # points not used in the interpolation
assert plus["zero_untilted"] > 5.0     # the force term is what restores zero modes
df = plus["f"] - minus["f"]
shift_vib = -(plus["vib"] - minus["vib"]) / df
shift_rot = -(plus["rot"] - minus["rot"]) / df

# curvature and mass of the scan against the full Hessian
grad_r = np.zeros(24)
grad_r[2], grad_r[5] = -1, 1
val, vec = np.linalg.eigh(centre["hess"])
keep = np.argsort(np.abs(val))[6:]
response = vec[:, keep] @ ((vec[:, keep].T @ grad_r) / val[keep])
k_full = 1 / (grad_r @ response)
dx = (k_full * response).reshape(8, 3)
dx = dx - MASS @ dx / MASS.sum()
mu_full = MASS @ (dx**2).sum(1)
mu_e = mu(Re)[0]
assert abs(k / k_full - 1) < 5e-3 and abs(mu_e / mu_full - 1) < 5e-3
direction = (dx * np.sqrt(MASS)[:, None]).ravel() / np.sqrt(mu_full)
share = (centre["vec"].T @ direction)**2
stretch = np.argmax(share)
hw_mode = centre["quanta"][stretch]
lowest_sym = centre["quanta"][share > 1e-4].min()
assert share[stretch] > 0.5 and hw > lowest_sym * 0.998

# ---------- other masses and another electronic level ----------
m_nh3, m_bh3 = MASS[0] + 3 * MASS[2], MASS[1] + 3 * MASS[2]
mu_rigid = m_nh3 * m_bh3 / (m_nh3 + m_bh3)
mu_bare = MASS[0] * MASS[1] / (MASS[0] + MASS[1])
shift_rigid, shift_bare = [thermal(*dvr(V, heavier=m / mu_e)[:2], T0) - Re
                           for m in (mu_rigid, mu_bare)]

r_mp2, e_mp2 = cheb_nodes(8), []
dm = None
for r in r_mp2:
    mf = scf.RHF(molecule(np.array([r] + [c(r) for c in Q]) / BOHR, "6-31g*"))
    mf.kernel(dm0=dm)
    dm = mf.make_rdm1()
    pt = mp.MP2(mf, frozen=2)
    pt.kernel()
    e_mp2.append(pt.e_tot * EH)
e_mp2 = np.array(e_mp2)
V_mp2 = V + fit(r_mp2, e_mp2 - e_mp2.min() - V(r_mp2))
Re_mp2 = minimum(V_mp2)
V_mp2 = V_mp2 - V_mp2(Re_mp2)
e2, r2, _ = dvr(V_mp2)
mean_mp2 = thermal(e2, r2, T0)

# ---------- output ----------
print(f"scan range: {LO:.0f} to {HI:.0f} pm, {NODES} nodes")
print(f"largest slope mismatch at nodes: {slope_error:.1e} meV/pm")
print(f"largest held-out energy error: {held_out:.1e} meV")
print(f"potential minimum Re: {Re:.3f} pm")
print(f"force constant k: {k * NM:.2f} N/m; from full Hessian {k_full * NM:.2f} N/m")
print(f"path mass at Re: {mu_e:.4f} u; from full Hessian {mu_full:.4f} u")
print(f"path mass at 150 and 220 pm: {mu(150.)[0]:.4f}, {mu(220.)[0]:.4f} u")
print(f"rigid-fragment mass: {mu_rigid:.4f} u; bare B,N mass: {mu_bare:.4f} u")
print(f"V at scan ends: {V(LO):.0f} and {V(HI):.0f} meV")
print(f"harmonic quantum on path: {hw:.3f} meV")
print(f"B-N normal-mode quantum: {hw_mode:.3f} meV, share of path {share[stretch]:.4f}")
print(f"slope of quantum d(hw)/dR: {dhw:.4f} meV/pm")
print("DVR levels E0..E4: " + ", ".join(f"{v:.3f}" for v in levels[:5]) + " meV")
print("<n|R|n>, n=0..4: " + ", ".join(f"{v:.3f}" for v in r_diag[:5]) + " pm")
print("populations at 298.15 K, n=0..3: "
      + ", ".join(f"{v:.5f}" for v in (weights / weights.sum())[:4]))
for temp in (100.0, 200.0, T0, 350.0):
    m = thermal(levels, r_diag, temp)
    print(f"T={temp:.2f} K: <R>={m:.3f}, <R>-Re={m - Re:.3f}, "
          f"leading {leading(temp):.3f}, classical {classical(temp) - Re:.3f} pm")
print(f"rms spread of R at 298.15 K: {rms0:.3f} pm")
for n, err in convergence.items():
    print(f"DVR N={n}: error of <R> at 298.15 K {err:.1e} pm")
print(f"outer wall moved to 238 pm: change of <R> {wall_change:.1e} pm")
print(f"shift with rigid-fragment mass: {shift_rigid:.3f} pm")
print(f"shift with bare-atom mass: {shift_bare:.3f} pm")
print(f"two-mode model shift: direct {direct:.5f}, law {law:.5f} (dimensionless)")
print(f"sixth zero mode at Re+4 pm: {plus['zero']:.3f} meV with force term, "
      f"{plus['zero_untilted']:.3f} meV without")
print(f"all-mode vibrational shift, leading order, 298.15 K: {shift_vib:.3f} pm")
print(f"rotational shift, 298.15 K: {shift_rot:.3f} pm")
print(f"neglected by path model (leading order): "
      f"{shift_vib + shift_rot - leading(T0):.3f} pm")
print(f"lowest vibrational quantum (torsion or rock): {centre['quanta'].min():.3f} meV")
print(f"kT at 298.15 K: {KB * T0:.3f} meV")
print(f"MP2/6-31G* on same path: Re={Re_mp2:.3f} pm, <R>={mean_mp2:.3f} pm, "
      f"shift={mean_mp2 - Re_mp2:.3f} pm")
print(f"main result: <R>={mean0:.3f} pm = {mean0 / 1000:.6f} nm at 298.15 K")
assert mean0 > Re
print("OK")
```

Running it gives:

```
scan range: 135 to 250 pm, 11 nodes
largest slope mismatch at nodes: 4.3e-03 meV/pm
largest held-out energy error: 1.1e-03 meV
potential minimum Re: 171.350 pm
force constant k: 163.49 N/m; from full Hessian 163.48 N/m
path mass at Re: 6.6497 u; from full Hessian 6.6499 u
path mass at 150 and 220 pm: 6.5821, 6.9281 u
rigid-fragment mass: 7.6927 u; bare B,N mass: 6.1635 u
V at scan ends: 1454 and 823 meV
harmonic quantum on path: 80.090 meV
B-N normal-mode quantum: 79.299 meV, share of path 0.9944
slope of quantum d(hw)/dR: -2.3924 meV/pm
DVR levels E0..E4: 39.738, 117.336, 192.437, 265.039, 335.147 meV
<n|R|n>, n=0..4: 172.536, 174.968, 177.492, 180.114, 182.838 pm
populations at 298.15 K, n=0..3: 0.95095, 0.04640, 0.00249, 0.00015
T=100.00 K: <R>=172.537, <R>-Re=1.186, leading 1.173, classical 0.255 pm
T=200.00 K: <R>=172.564, <R>-Re=1.213, leading 1.195, classical 0.516 pm
T=298.15 K: <R>=172.663, <R>-Re=1.312, leading 1.281, classical 0.777 pm
T=350.00 K: <R>=172.741, <R>-Re=1.391, leading 1.350, classical 0.918 pm
rms spread of R at 298.15 K: 6.685 pm
DVR N=16: error of <R> at 298.15 K 3.0e-05 pm
DVR N=24: error of <R> at 298.15 K -7.0e-09 pm
DVR N=32: error of <R> at 298.15 K -3.0e-09 pm
DVR N=48: error of <R> at 298.15 K -7.8e-10 pm
outer wall moved to 238 pm: change of <R> -2.2e-09 pm
shift with rigid-fragment mass: 1.248 pm
shift with bare-atom mass: 1.349 pm
two-mode model shift: direct 0.03925, law 0.03917 (dimensionless)
sixth zero mode at Re+4 pm: 0.126 meV with force term, 9.263 meV without
all-mode vibrational shift, leading order, 298.15 K: 2.909 pm
rotational shift, 298.15 K: 0.221 pm
neglected by path model (leading order): 1.849 pm
lowest vibrational quantum (torsion or rock): 31.050 meV
kT at 298.15 K: 25.693 meV
MP2/6-31G* on same path: Re=166.336 pm, <R>=167.605 pm, shift=1.269 pm
main result: <R>=172.663 pm = 0.172663 nm at 298.15 K
OK
```
